# Plane-wave matrix elements of the static Bethe-Salpeter kernel: test program

```python
"""Plane-wave matrix elements of the static Bethe-Salpeter kernel.

Result under test (Rydberg units, e^2 = 2, H = p^2 + V, crystal volume VOL):
  direct   = -(1/VOL) sum_GG' M_cc'(G) epsinv_GG'(q) v(q+G') conj(M_vv'(G'))
  exchange =  (1/VOL) sum_{G != 0} M_cv(G) v(G) conj(M_c'v'(G))
with q = k - k', v(p) = 8 pi / p^2, and pair densities
  M_nn'(G) = <n k| exp(i (k-k'+G).r) |n' k'>.
In the exchange each pair density joins two bands at the same k.
The singlet kernel is direct + 2 exchange; the triplet kernel is direct.
Reference side: double integrals on a real-space supercell grid, with the
screened interaction W solved there, and explicit Fock-space states.
Wave vectors along x are fractions of the reciprocal vector b_x.
"""
from fractions import Fraction
from functools import lru_cache, reduce
from itertools import product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
CELL = np.array([9.0, 6.0, 5.5])
B = 2 * np.pi / CELL
MESH = [Fraction(-1, 3), Fraction(0), Fraction(1, 3)]
VOL = len(MESH) * CELL.prod()
NV = 2                      # filled bands, two electrons each
POTENTIAL = {(1, 0, 0): -0.2, (2, 0, 0): 0.08 + 0.06j,
             (0, 1, 0): -0.3, (0, 0, 1): -0.3,
             (1, 1, 0): 0.03 + 0.05j, (1, 0, 1): 0.05j,
             (0, 1, 1): 0.04j}
BASIS = np.array(list(product((-1, 0, 1), repeat=3)))
# This set holds every G at which a pair density can be nonzero.
GSET = np.array(list(product(range(-3, 4), range(-2, 3), range(-2, 3))))
ZERO = int(np.flatnonzero(~GSET.any(axis=1))[0])


def fold(k):
    return k - round(k)


def potential(difference):
    d = tuple(int(x) for x in difference)
    minus = tuple(-x for x in d)
    return POTENTIAL.get(d, np.conj(POTENTIAL.get(minus, 0.0)))


@lru_cache(maxsize=None)
def bands(k):
    kinetic = (((BASIS + [float(k), 0, 0]) * B) ** 2).sum(axis=1)
    h = np.array([[potential(g - gp) for gp in BASIS] for g in BASIS],
                 dtype=complex)
    return np.linalg.eigh(h + np.diag(kinetic))


def pair_density(ka, kb, q):
    """M[G, a, b] = <a ka| exp(i(q+G).r) |b kb>, q = ka-kb modulo b_x."""
    shift = int(q - (ka - kb))
    target = BASIS[None] + GSET[:, None] + np.array([shift, 0, 0])
    inside = (abs(target) <= 1).all(axis=-1)
    index = np.where(inside, (target + 1) @ np.array([9, 3, 1]), 27)
    ca = np.vstack([bands(ka)[1], np.zeros((1, 27))])
    return np.einsum("gia,ib->gab", ca.conj()[index], bands(kb)[1],
                     optimize=True)


def coulomb(q):
    """Bare interaction; the zero wave vector is omitted."""
    p2 = (((GSET + [float(q), 0, 0]) * B) ** 2).sum(axis=1)
    return np.where(p2 > 0, 8 * np.pi / np.where(p2 > 0, p2, 1.0), 0.0)


@lru_cache(maxsize=None)
def inverse_dielectric(q):
    chi = np.zeros((len(GSET), len(GSET)), dtype=complex)
    for k in MESH:
        kq = fold(k + q)
        m = pair_density(kq, k, q)[:, NV:, :NV].reshape(len(GSET), -1)
        gap = bands(k)[0][None, :NV] - bands(kq)[0][NV:, None]
        chi += 4 / VOL * (m.conj() / gap.ravel()) @ m.T
    return np.linalg.inv(np.eye(len(GSET)) - coulomb(q)[:, None] * chi)


def direct(k, kp, q, epsinv):
    """Array [v, c, v', c'] for two valence and two conduction bands."""
    m = pair_density(k, kp, q)
    mc, mv = m[:, NV:NV + 2, NV:NV + 2], m[:, :NV, :NV]
    w = epsinv * coulomb(q)[None, :]
    return -np.einsum("gcd,gh,hvw->vcwd", mc, w, mv.conj(),
                      optimize=True) / VOL


def exchange(k, kp):
    m1 = pair_density(k, k, Fraction(0))[:, NV:NV + 2, :NV]
    m2 = pair_density(kp, kp, Fraction(0))[:, NV:NV + 2, :NV]
    return np.einsum("gcv,g,gdw->vcwd", m1, coulomb(0), m2.conj(),
                     optimize=True) / VOL


# Fourier transform of 2/r, with a weak exponential cutoff.
cutoff, p_test = 0.05, 2.0
radial = quad(lambda r: np.exp(-cutoff * r), 0, np.inf,
              weight="sin", wvar=p_test)[0]
assert abs(8 * np.pi / p_test * radial / (8 * np.pi / p_test**2) - 1) < 1e-3

# The model must be an insulator on the mesh.
vbm = max(bands(k)[0][NV - 1] for k in MESH)
cbm = min(bands(k)[0][NV] for k in MESH)
assert cbm > vbm

# Real-space supercell: the grid integrates all needed products exactly.
SHAPE = (21, 5, 5)
LENGTHS = CELL * [3, 1, 1]
POINTS = np.array(list(product(*[range(n) for n in SHAPE]))) / SHAPE * LENGTHS
DV = VOL / len(POINTS)
waves_index = np.array(list(product(range(-10, 11), range(-2, 3),
                                    range(-2, 3))))
wave_vectors = waves_index * 2 * np.pi / LENGTHS
K2 = (wave_vectors**2).sum(axis=1)
vk = np.where(K2 > 0, 8 * np.pi / np.where(K2 > 0, K2, 1.0), 0.0)
waves = np.exp(1j * POINTS @ wave_vectors.T)
v_real = ((waves * vk) @ waves.conj().T).real / VOL
orbitals = {k: np.exp(1j * POINTS @ ((BASIS + [float(k), 0, 0]) * B).T)
            @ bands(k)[1] / np.sqrt(VOL) for k in MESH}
chi_real = np.zeros_like(v_real)
for kv, kc in product(MESH, MESH):
    for v in range(NV):
        rho = orbitals[kv][:, v, None].conj() * orbitals[kc][:, NV:]
        gap = bands(kv)[0][v] - bands(kc)[0][NV:]
        half = (rho / gap) @ rho.conj().T
        chi_real += 2 * (half + half.conj()).real
w_real = np.linalg.solve(np.eye(len(POINTS)) - DV**2 * v_real @ chi_real,
                         v_real)

# Direct and exchange elements against double integrals in real space.
err_direct = err_exchange = err_hermitian = 0.0
for k, kp in product(MESH, MESH):
    c1, v1 = orbitals[k][:, NV:NV + 2], orbitals[k][:, :NV]
    c2, v2 = orbitals[kp][:, NV:NV + 2], orbitals[kp][:, :NV]
    left = np.einsum("ic,iv->icv", c1.conj(), v1)
    right = np.einsum("id,iw->idw", c2, v2.conj())
    ref = DV**2 * np.einsum("icv,ij,jdw->vcwd", left, v_real, right,
                            optimize=True)
    err_exchange = max(err_exchange, abs(exchange(k, kp) - ref).max())
    if k != kp:
        q = k - kp
        electron = np.einsum("ic,id->icd", c1.conj(), c2)
        hole = np.einsum("iv,iw->ivw", v1, v2.conj())
        ref = -DV**2 * np.einsum("icd,ij,jvw->vcwd", electron, w_real, hole,
                                 optimize=True)
        kd = direct(k, kp, q, inverse_dielectric(q))
        back = direct(kp, k, -q, inverse_dielectric(-q))
        err_direct = max(err_direct, abs(kd - ref).max())
        err_hermitian = max(err_hermitian, abs(
            kd - back.transpose(2, 3, 0, 1).conj()).max())
assert err_direct < 1e-9 and err_exchange < 1e-9 and err_hermitian < 1e-9

# The direct element must not depend on the representative chosen for q.
third = Fraction(1, 3)
unfolded = direct(third, -third, 2 * third, inverse_dielectric(2 * third))
folded = direct(third, -third, -third, inverse_dielectric(-third))
err_fold = abs(unfolded - folded).max()
assert err_fold < 1e-9

# Signs and spin factors: bare interaction between Fock-space excitations.
k, kp, q = third, Fraction(0), third
four = np.stack([orbitals[k][:, 1], orbitals[k][:, 2],
                 orbitals[kp][:, 0], orbitals[kp][:, 3]])
rho = np.einsum("pi,qi->pqi", four.conj(), four)
integrals = DV**2 * np.einsum("pqi,ij,rsj->pqrs", rho, v_real, rho,
                              optimize=True)
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = [reduce(np.kron, [sign] * j + [lower] + [one] * (7 - j))
              for j in range(8)]
sea = np.zeros(256)
sea[0] = 1.0
for mode in (0, 1, 4, 5):
    sea = annihilate[mode].T @ sea


def excitation(hole, particle, spin_sign):
    up, down = [annihilate[2 * particle + s].T @ (annihilate[2 * hole + s]
                @ sea) for s in (0, 1)]
    return (up + spin_sign * down) / np.sqrt(2)


def remove_two(state):
    out = np.zeros((4, 2, 4, 2, 256))
    for p, s, r, t in product(range(4), range(2), range(4), range(2)):
        out[p, s, r, t] = annihilate[2 * r + t] @ (annihilate[2 * p + s]
                                                   @ state)
    return out


fock = {}
for name, spin_sign in (("singlet", 1), ("triplet", -1)):
    bra = remove_two(excitation(0, 1, spin_sign))
    ket = remove_two(excitation(2, 3, spin_sign))
    overlap = np.einsum("pxryn,qxsyn->pqrs", bra, ket, optimize=True)
    fock[name] = 0.5 * (integrals * overlap).sum()
bare_all = direct(k, kp, q, np.eye(len(GSET)))
bare_d = bare_all[1, 0, 0, 1]
bare_x = exchange(k, kp)[1, 0, 0, 1]
assert abs(fock["singlet"] - bare_d - 2 * bare_x) < 1e-9
assert abs(fock["triplet"] - bare_d) < 1e-9
assert abs(bare_x) > 1e-6   # the spin factor is really being tested

# Small-momentum limits of the screened head and of the exchange head.
tiny = Fraction(1, 1000)
head1 = inverse_dielectric(tiny)[ZERO, ZERO].real
head2 = inverse_dielectric(2 * tiny)[ZERO, ZERO].real
ratio = head1 * coulomb(tiny)[ZERO] / (head2 * coulomb(2 * tiny)[ZERO])
assert abs(ratio - 4) < 1e-3
energy0, coef0 = bands(Fraction(0))
momentum = (coef0[:, NV].conj() * BASIS[:, 0] * B[0]) @ coef0[:, NV - 1]
dipole = 2 * abs(momentum) / (energy0[NV] - energy0[NV - 1])
long_formula = 8 * np.pi * dipole**2 / VOL
m_small = pair_density(tiny, Fraction(0), tiny)[ZERO, NV, NV - 1]
long_numeric = coulomb(tiny)[ZERO] * abs(m_small) ** 2 / VOL
assert abs(long_numeric / long_formula - 1) < 1e-3

# Worked element: top valence and lowest conduction band, k=b_x/3, k'=0.
epsinv = inverse_dielectric(q)
m = pair_density(k, kp, q)
mc, mv = m[:, NV, NV], m[:, NV - 1, NV - 1]
head_product = mc[ZERO] * mv[ZERO].conj()
phase = head_product / abs(head_product)
vq = coulomb(q)
full = direct(k, kp, q, epsinv)[1, 0, 1, 0] / phase
bare = bare_all[1, 0, 1, 0] / phase
head = -(head_product * epsinv[ZERO, ZERO] * vq[ZERO] / VOL / phase).real
diagonal = -(mc * np.diag(epsinv) * vq * mv.conj()).sum() / VOL / phase
x_diag = exchange(kp, kp)[1, 0, 1, 0].real
x_off = abs(exchange(k, kp)[1, 0, 1, 0])

print("cell edges a_x, a_y, a_z (bohr):", *CELL)
for g, value in POTENTIAL.items():
    z = complex(value)
    print(f"potential V_G, G={g} (Ry): {z.real:.2f} {z.imag:+.2f} i")
print(f"plane waves per k: {len(BASIS)}; G vectors in epsilon: {len(GSET)}")
print(f"k points: {len(MESH)} (k_x/b_x = -1/3, 0, 1/3); filled bands: {NV}")
print(f"cell volume (bohr^3): {CELL.prod():.1f}")
print(f"crystal volume V (bohr^3): {VOL:.1f}")
for kk in (kp, k):
    print(f"lowest 4 band energies, k_x/b_x={kk} (Ry):",
          *[f"{e:.4f}" for e in bands(kk)[0][:4]])
print(f"smallest gap on the mesh (Ry): {cbm - vbm:.4f}")
print("Direct element, top valence and lowest conduction, k=b_x/3, k'=0")
print(f"|q| (1/bohr): {float(q) * B[0]:.5f}")
print(f"v(q) (Ry bohr^3): {vq[ZERO]:.3f}")
print(f"inverse dielectric head at q: {epsinv[ZERO, ZERO].real:.5f}")
print(f"|M_cc'(G=0)|: {abs(mc[ZERO]):.5f}")
print(f"|M_vv'(G=0)|: {abs(mv[ZERO]):.5f}")
print("phases chosen so that M_cc'(0) conj(M_vv'(0)) is positive")
print(f"head term only (Ry): {head:.6f}")
print(f"diagonal of epsinv only (Ry): {diagonal.real:.6f} "
      f"{diagonal.imag:+.6f} i")
print(f"full direct element (Ry): {full.real:.6f} {full.imag:+.6f} i")
print(f"bare direct element (Ry): {bare.real:.6f} {bare.imag:+.6f} i")
print(f"|full direct| (Ry): {abs(full):.6f}")
print(f"|full direct| (eV): {abs(full) * RY_EV:.4f}")
print(f"|full| / |bare|: {abs(full) / abs(bare):.4f}")
print("Exchange elements, same two bands")
print(f"K^x, k=k'=0 (Ry): {x_diag:.6f}")
print(f"K^x, k=k'=0 (eV): {x_diag * RY_EV:.4f}")
print(f"|K^x|, k=b_x/3, k'=0 (Ry): {x_off:.6f}")
print(f"transition dipole along x at k=0, |d_x| (bohr): {dipole:.4f}")
print(f"omitted G=0 term, Q->0 along x (Ry): {long_formula:.6f}")
print(f"same from pair density at Q=b_x/1000 (Ry): {long_numeric:.6f}")
print(f"inverse dielectric head at q=b_x/1000: {head1:.5f}")
print(f"W head ratio, q=b_x/1000 to 2b_x/1000: {ratio:.5f}")
print("Fock-space check: (v=2,c=3,k=b_x/3) with (v'=1,c'=4,k'=0)")
print(f"|singlet| Fock, |K^d+2K^x| bare (Ry): {abs(fock['singlet']):.6f} "
      f"{abs(bare_d + 2 * bare_x):.6f}")
print(f"|triplet| Fock, |K^d| bare (Ry): {abs(fock['triplet']):.6f} "
      f"{abs(bare_d):.6f}")
print(f"largest direct deviation from real space (Ry): {err_direct:.1e}")
print(f"largest exchange deviation from real space (Ry): {err_exchange:.1e}")
print(f"largest hermiticity deviation (Ry): {err_hermitian:.1e}")
print(f"largest folding deviation (Ry): {err_fold:.1e}")
print("verified")
```

Printed output:

```
cell edges a_x, a_y, a_z (bohr): 9.0 6.0 5.5
potential V_G, G=(1, 0, 0) (Ry): -0.20 +0.00 i
potential V_G, G=(2, 0, 0) (Ry): 0.08 +0.06 i
potential V_G, G=(0, 1, 0) (Ry): -0.30 +0.00 i
potential V_G, G=(0, 0, 1) (Ry): -0.30 +0.00 i
potential V_G, G=(1, 1, 0) (Ry): 0.03 +0.05 i
potential V_G, G=(1, 0, 1) (Ry): 0.00 +0.05 i
potential V_G, G=(0, 1, 1) (Ry): 0.00 +0.04 i
plane waves per k: 27; G vectors in epsilon: 175
k points: 3 (k_x/b_x = -1/3, 0, 1/3); filled bands: 2
cell volume (bohr^3): 297.0
crystal volume V (bohr^3): 891.0
lowest 4 band energies, k_x/b_x=0 (Ry): -0.3947 0.1376 0.3991 0.8469
lowest 4 band energies, k_x/b_x=1/3 (Ry): -0.3745 0.0256 0.6503 0.8674
smallest gap on the mesh (Ry): 0.2615
Direct element, top valence and lowest conduction, k=b_x/3, k'=0
|q| (1/bohr): 0.23271
v(q) (Ry bohr^3): 464.096
inverse dielectric head at q: 0.33933
|M_cc'(G=0)|: 0.82966
|M_vv'(G=0)|: 0.79902
phases chosen so that M_cc'(0) conj(M_vv'(0)) is positive
head term only (Ry): -0.117170
diagonal of epsinv only (Ry): -0.121918 -0.001807 i
full direct element (Ry): -0.126953 +0.009861 i
bare direct element (Ry): -0.349466 -0.005275 i
|full direct| (Ry): 0.127336
|full direct| (eV): 1.7325
|full| / |bare|: 0.3643
Exchange elements, same two bands
K^x, k=k'=0 (Ry): 0.019040
K^x, k=k'=0 (eV): 0.2590
|K^x|, k=b_x/3, k'=0 (Ry): 0.020148
transition dipole along x at k=0, |d_x| (bohr): 4.8570
omitted G=0 term, Q->0 along x (Ry): 0.665435
same from pair density at Q=b_x/1000 (Ry): 0.665413
inverse dielectric head at q=b_x/1000: 0.11108
W head ratio, q=b_x/1000 to 2b_x/1000: 3.99953
Fock-space check: (v=2,c=3,k=b_x/3) with (v'=1,c'=4,k'=0)
|singlet| Fock, |K^d+2K^x| bare (Ry): 0.005012 0.005012
|triplet| Fock, |K^d| bare (Ry): 0.003697 0.003697
largest direct deviation from real space (Ry): 3.3e-16
largest exchange deviation from real space (Ry): 5.4e-17
largest hermiticity deviation (Ry): 5.0e-16
largest folding deviation (Ry): 1.5e-16
verified
```
